# Zeroth-Order Light from a Phase Error in an Alternating Phase-Shift Grating

**Q.** An alternating phase-shift grating is supposed to send no light straight through. I am told that a small error in the phase step spoils this. Before I accept any formula, what is the mask, and what does "straight through" mean?

**A.** One full period $P$ contains two openings in an opaque film. Each has width $fP$, with $0<f\le 1/2$ so that they do not overlap. Their centres are at $x=0$ and $x=P/2$. Note that $f$ is the share of the full period taken by one opening, so the total open share is $2f$.

Coherent light arrives at normal incidence. I assume a thin mask: the field just behind it is the incident field times a local transmission $t(x)$. With time factor $e^{-i\omega t}$, a positive phase means a longer optical path. I take
$$t=1\ \text{(first opening)},\qquad t=e^{i(\pi+\delta)}\ \text{(second)},\qquad t=0\ \text{(film)}.$$
The intended phase step is $\pi$ and the error is $\delta$. The periodic field is a sum of plane waves, the diffraction orders:
$$t(x)=\sum_m A_m e^{2\pi i m x/P},\qquad A_m=\frac1P\int_{\text{period}}t(x)\,e^{-2\pi i m x/P}\,dx .$$
The wave with $m=0$ has no lateral variation and travels straight on. An open mask, $t=1$ everywhere, has $A_0=1$, which fixes the unit of amplitude.

**Q.** Then compute $A_0$, and show me where the sine comes from.

**A.** For $m=0$ the exponential is 1, so $A_0$ is the average of $t$ over the period. Each opening contributes its transmission times $f$:
$$A_0=f+f e^{i(\pi+\delta)}=f\,(1-e^{i\delta}),$$
because $e^{i\pi}=-1$. Taking out half the phase gives
$$1-e^{i\delta}=e^{i\delta/2}\left(e^{-i\delta/2}-e^{i\delta/2}\right)=-2i\sin(\delta/2)\,e^{i\delta/2}.$$
The factors $-i$ and $e^{i\delta/2}$ have modulus 1, hence
$$|A_0|=2f\,|\sin(\delta/2)| .$$
For $0\le\delta\le2\pi$ the sine is not negative and the bars may be dropped. For a negative error they are needed.

In the complex plane, the two openings are arrows of length $f$. At $\delta=0$ they are opposite and cancel. Turning one by $\delta$ leaves the chord of a circle of radius $f$, whose length is $2f\sin(\delta/2)$.

**Q.** Does that behave sensibly at the extremes?

**A.** For small $\delta$, $|A_0|\approx f|\delta|$, so the amplitude is linear in the error and the intensity $|A_0|^2\approx f^2\delta^2$ is quadratic. At $\delta=\pi$ the total step is $2\pi$, both openings transmit alike, and $|A_0|=2f$: an ordinary grating of period $P/2$. At $f=1/2$ no film remains, and $|A_0|=|\sin(\delta/2)|$ is the result for a pure phase grating.

**Q.** With an error, light appears in the zeroth order. Where does its power come from?

**A.** From the odd orders. The first opening gives
$$\frac1P\int_{-fP/2}^{fP/2}e^{-2\pi imx/P}dx=\frac{\sin(\pi m f)}{\pi m}=f\,\mathrm{sinc}(mf),\qquad \mathrm{sinc}\,u=\frac{\sin\pi u}{\pi u}.$$
The second is displaced by $P/2$, which multiplies its integral by $e^{-i\pi m}=(-1)^m$, and it carries $-e^{i\delta}$. Therefore
$$A_m=f\,\mathrm{sinc}(mf)\left[1-(-1)^m e^{i\delta}\right].$$
For even $m$ the bracket is the one above. For odd $m$ it is $1+e^{i\delta}=2\cos(\delta/2)e^{i\delta/2}$. Thus, as $\delta$ goes from 0 to $\pi$, even orders grow as $\sin^2(\delta/2)$ in intensity while odd orders fall as $\cos^2(\delta/2)$. An order with $\mathrm{sinc}(mf)=0$ stays dark throughout, as the nonzero even orders do at $f=1/2$. Since the plane waves are orthogonal over a period,
$$\sum_m|A_m|^2=\frac1P\int|t|^2dx=2f,$$
whatever $\delta$ is. In the thin-mask model the error redistributes light among the orders. Strictly, this sum is the mean intensity just behind the mask; it equals the transmitted power only as far as the orders that matter leave at small angles.

**Q.** Give me a mask with numbers. How does an etching error become $\delta$?

**A.** The second opening has a trench of depth $d$ in glass of index $n$. There, air replaces glass, so its phase relative to the first opening is $-2\pi(n-1)d/\lambda$. The nominal depth makes this $-\pi$:
$$d_\pi=\frac{\lambda}{2(n-1)}=\frac{193\ \text{nm}}{2\times0.56}=172.3\ \text{nm}.$$
If the trench is too shallow by $\Delta d$, the phase is $-\pi+2\pi(n-1)\Delta d/\lambda$. As $-\pi$ and $+\pi$ are the same phase, this is $\pi+\delta$ with
$$\delta=\frac{2\pi(n-1)\Delta d}{\lambda}=\frac{2\pi\times0.56\times5}{193}=0.0912\ \text{rad}=5.2^\circ$$
for $\Delta d=5$ nm. With $f=0.25$,
$$|A_0|=2\times0.25\times\sin(0.0456)=0.0228 .$$
Averaging a finely sampled mask gives the same 0.0228. The intensity is $5.2\times10^{-4}$ of the open-mask value.

**Q.** Half a part in a thousand. Why should anyone care?

**A.** Because in an image this wave interferes with much stronger ones, and interference is linear in its amplitude. Let the lens reduce the mask four times, from a period of 1600 nm to 400 nm. From here on $P$ means the wafer period. Order $m$ arrives at an angle of sine $m\lambda/P$: 0.4825 for the first order and 0.965 for the second. A numerical aperture of 0.75 passes orders 0 and $\pm1$ and stops the rest.

I treat the field as a scalar and let the lens pass these orders with equal weight. Define the real amplitudes
$$a_0=2f\sin(\delta/2),\qquad a_1=2f\,\mathrm{sinc}(f)\cos(\delta/2).$$
Then $A_0=-ia_0e^{i\delta/2}$ and $A_{\pm1}=a_1e^{i\delta/2}$. Here $a_1=0.4497$.

At a distance $z$ beyond focus, each order gains $e^{ik_zz}$, where $k_z=(2\pi/\lambda)\sqrt{1-s^2}$ and $s$ is its sine. The first orders therefore lag behind the zeroth by
$$\phi=\frac{2\pi z}{\lambda}\left[1-\sqrt{1-(\lambda/P)^2}\right].$$
Dropping the common phase and writing $c=\cos(2\pi x/P)$, the field is $E=-ia_0+2a_1c\,e^{-i\phi}$. Its cross term is
$$2\,\mathrm{Re}\left[(ia_0)(2a_1c)(\cos\phi-i\sin\phi)\right]=4a_0a_1c\sin\phi,$$
so
$$I=a_0^2+4a_1^2c^2+4a_0a_1c\sin\phi .$$

**Q.** At focus $\sin\phi=0$, and your linear term has gone.

**A.** Yes. The factor $-i$ puts the zeroth order a quarter cycle away from the first orders. At focus it adds the uniform background $a_0^2$, and both bright lines have intensity 0.809. Defocus turns the quarter cycle into something else, and the interference appears.

For $z=100$ nm, $\phi=0.404$ rad and $\sin\phi=0.393$. The openings have $c=+1$ and $c=-1$, so their peaks differ by
$$8a_0a_1\sin\phi=8\times0.0228\times0.4497\times0.393=0.032 .$$
The peaks are 0.826 and 0.793, a difference of 4.0 % of their mean. At $z=-100$ nm the sign reverses. If the zeroth order is removed from the sum, the first orders alone give $4a_1^2c^2$, which is balanced at any defocus.

**Q.** And the dark lines between the openings?

**A.** Setting $dI/dc=8a_1^2c+4a_0a_1\sin\phi=0$ gives $c=-a_0\sin\phi/(2a_1)$, possible while this has modulus below 1. Substituting it back leaves $I=a_0^2-a_0^2\sin^2\phi=a_0^2\cos^2\phi$. Near $x=P/4$, put $x=P/4+u$; then $c=-\sin(2\pi u/P)$, and
$$u=\frac{P}{2\pi}\arcsin\frac{a_0\sin\phi}{2a_1}=63.7\ \text{nm}\times0.00996=0.63\ \text{nm}.$$
Since $c$ is even in $x$, the line near $-P/4$ moves to $-P/4-u$. The two lines move apart around the brighter opening, and successive spacings become $P/2\pm2u$, or 201.3 nm and 198.7 nm. A direct search for the minima of the summed image gives the same $u$. These are positions of intensity minima; the edges of a developed resist line also depend on the resist.

**Q.** Your two openings are perfectly matched apart from phase. Suppose they are not.

**A.** Let the widths be $f_1P$ and $f_2P$, and let the second transmit $\tau$ times the amplitude of the first. The average is $A_0=f_1-\tau f_2e^{i\delta}$, and
$$|A_0|^2=f_1^2+\tau^2f_2^2-2\tau f_1f_2\cos\delta=(f_1-\tau f_2)^2+4\tau f_1f_2\sin^2(\delta/2),$$
using $\cos\delta=1-2\sin^2(\delta/2)$. The positions of the openings do not enter an average. The first term survives at $\delta=0$: a perfect phase step does not remove the zeroth order if the openings are unbalanced.

**Q.** That is my real objection. A trench 172 nm deep, lit at a wavelength of 193 nm, is not a thin mask.

**A.** The objection is right, and its size can be computed from Maxwell's equations. Take vertical walls and a film 100 nm thick of index $0.84+1.65i$. For the electric field along the lines (TE), the equation in each layer is
$$\frac{\partial^2E}{\partial x^2}+\frac{\partial^2E}{\partial z^2}+k^2\varepsilon(x)E=0,\qquad k=2\pi/\lambda .$$
Insert $E=\sum_mS_m(z)e^{iK_mx}$ with $K_m=2\pi m/P_{\text{mask}}$. Collecting equal exponentials gives
$$S_m''=K_m^2S_m-k^2\sum_l\varepsilon_{m-l}S_l ,$$
where $\varepsilon_j$ are the Fourier coefficients of $\varepsilon(x)$. This is a matrix eigenvalue problem in each layer. The layers are joined by continuity of $S_m$ and $S_m'$, the latter being proportional to the tangential magnetic field. For the magnetic field $H$ along the lines (TM), the continuous pair is $H$ and $\varepsilon^{-1}\partial H/\partial z$. Amplitudes are divided by that of a bare glass surface.

At the nominal depth, where the thin formula gives zero, the results are $|A_0|=0.053$ for TE and 0.045 for TM. Going from 81 to 121 Fourier orders changes these amplitudes by less than 0.0003. For this mask, topography makes about twice as much zeroth-order light, in amplitude, as the 5 nm error does in the thin model.

**Q.** Then perhaps your formula is simply wrong for real masks, or your solver is.

**A.** A wide grating decides between these. Keep $f=0.25$, enlarge the mask period to 9600 nm, and make the trench 40 nm too shallow. The thin formula gives 0.1783 and the TE solution 0.1783 with 241 Fourier orders, or 0.1784 with 441, so the fourth digit is not settled. As complex numbers they differ by 0.003; the test demanded less than $\lambda/P_{\text{mask}}=0.020$, the scale of a zone one wavelength wide at the edges. With the same 40 nm at the period of 1600 nm, the difference is 0.027. The thin formula is thus recovered for wide openings and is less accurate at the narrower openings of the example. Two periods do not show that the difference grows steadily in between or beyond.

**Q.** What does the topography do, in terms of your own model?

**A.** Describe the openings by uniform amplitudes $\alpha$ and $-\alpha\tau e^{i\delta}$, keeping their drawn width. Then $A_0=f\alpha(1-\tau e^{i\delta})$ and $A_1=f\,\mathrm{sinc}(f)\,\alpha(1+\tau e^{i\delta})$. Adding and subtracting gives
$$\tau e^{i\delta}=\frac{A_1/\mathrm{sinc}(f)-A_0}{A_1/\mathrm{sinc}(f)+A_0}.$$
The TE orders at nominal depth yield $\tau=0.79$ and $\delta=-1.7^\circ$. For orders 0 and 1, the etched opening acts as if it were dimmer by 21 % in amplitude, with a small phase error of its own. That phase is for orders taken at the lower face of the film; taken at the top of the trench, meaning its floor inside the glass, 272 nm above that face and referred back through air, it would be $-0.8^\circ$. The dimming is not a fixed property of the trench: orders 2 and 3 of the same mask give $\tau=0.93$, and doubling the mask period gives $\tau=0.90$ from orders 0 and 1. The loss $1-\tau$ is then about half as large, as expected if it arises near the edges, but this does not isolate its cause.

The imbalance changes the image qualitatively. Its part of $A_0$ is in phase with $A_1$, so the peaks already differ at focus, by 26.5 % of their mean. The dark lines also move at focus, by about 4.2 nm each, much more than the 0.63 nm found for the defocused thin mask.

**Q.** And if I now add the 5 nm error, does $|A_0|$ rise by your 0.0228?

**A.** No. For TE it goes from 0.0528 to 0.0531. Yet the complex $A_0$ moves by 0.0178. The large part, proportional to $1-\tau$, is real relative to $\alpha$, while a small phase change adds an almost perpendicular part. Added to a purely real $A_0$, this would raise the modulus only to $\sqrt{0.0528^2+0.0178^2}=0.056$. The actual rise is smaller still, partly because the phase error starts at $-1.7^\circ$ and ends near $+3.6^\circ$, so the perpendicular part changes sign instead of growing from zero. Such near-constancy is particular to this case: for TM, $|A_0|$ goes from 0.045 to 0.048.

The size of the move follows from the two-opening description. The value $|A_1|=0.393$ gives $|\alpha|=0.98$, so turning the second arrow by 0.0912 rad should shift $A_0$ by
$$f|\alpha|\tau\times2\sin(\delta/2)=0.25\times0.98\times0.79\times0.0911=0.0176,$$
within about 2 % of the solver.

**Q.** So is there anything left that the simple formula predicts for the thick mask?

**A.** Yes, the change of the focus asymmetry. The fields at the two openings are $A_0\pm2A_1e^{-i\phi}$. Write $A_0/A_1=R+iJ$. The difference of their intensities, divided by the mean, is to first order in $A_0/A_1$
$$D\approx2\,\mathrm{Re}\left[(R+iJ)e^{i\phi}\right]=2R\cos\phi-2J\sin\phi .$$
Imbalance of amplitude feeds $R$, which is even in defocus; phase error feeds $J$, which is odd. From the expressions above,
$$\frac{A_0}{A_1}=\frac{1}{\mathrm{sinc}(f)}\,\frac{1-\tau e^{i\delta}}{1+\tau e^{i\delta}},\qquad \left.\frac{dJ}{d\delta}\right|_{\delta=0}=-\frac{1}{\mathrm{sinc}(f)}\,\frac{2\tau}{(1+\tau)^2}.$$
The last fraction is 0.500 for $\tau=1$ and 0.493 for $\tau=0.79$, so the loss of amplitude barely matters here.

The TE solution bears this out. Between $z=-100$ nm and $z=+100$ nm, $D$ changes from 25.7 % to 23.1 % at nominal depth, and from 21.2 % to 26.6 % with the shortfall. The asymmetry $D(+z)-D(-z)$ thus moves from $-2.6$ to $+5.4$ percentage points, a change of 8.0. The thin model gives $2\times4.0=8.0$. The closeness is better than the first-order estimate can promise. For the depth errors tried, 5, 10 and 20 nm in either direction, and for both polarizations at the mask, the change in the scalar image stays within 2 % of the thin prediction. The two end values depend on which plane of the mask is in focus: for the top of the trench instead of the lower face of the film they are $-1.2$ and $+6.7$, but the change is still 7.9.

**Q.** How near is all this to a mask someone would use?

**A.** The wavelength, fourfold reduction and aperture are in the regime of dry argon-fluoride exposure. The indices 1.56 and $0.84+1.65i$ are inputs chosen to resemble fused silica and chromium. The 5 nm shortfall is likewise a chosen input. Of the effects sized here, mask topography changes the zeroth order most: it moves $|A_0|$ from 0.023 to about 0.05 with the shortfall included. Widening the etched opening can compensate: in the model, $f_1=\tau f_2$ cancels the imbalance at $\delta=0$. This requires $\tau$ at the new width, which must be recomputed. Using $\tau=0.79$ unchanged would give $f_2\approx0.32$, which overshoots in the TE solution. When the film opening and the trench are widened together, the imbalance at focus nearly vanishes at $f_2\approx0.29$. The example above has no such correction.

**Q.** What else have you left out?

**A.** Five things can be sized for the same mask.

- **Film leakage.** A uniform film passes amplitude 0.006. Covering half the period, it adds a wave of amplitude about 0.003 to the zeroth order in the thin picture. Its phase matters: with the 5 nm error, $|A_0|$ rises from 0.0228 to 0.0251.
- **Finite source.** With an illumination cone 0.2 times the lens aperture, the thin-mask peak difference at 100 nm defocus becomes 4.1 % instead of 4.0 %. The dark lines hardly move, but they fill with light: their intensity rises from 0.0004 to about 0.015, so the value $a_0^2\cos^2\phi$ is for a point source.
- **Lens weights.** A lossless lens that reduces the image four times strengthens the first orders relative to the zeroth by a factor 1.065 in amplitude, because they leave at a steeper angle than they enter. The thin-mask peak difference of 4.0 % then becomes 3.7 %, and the 26.5 % found at focus for the thick mask becomes 24.9 %.
- **Tilted rays in the trench.** The same illumination cone, of 0.2 times the lens aperture, changes the trench phase by at most 0.0014 rad in a ray estimate, against $\delta=0.091$ rad. In the TE solution, light tilted across the lines by the edge angle of this cone lowers $|A_0|$ by less than 0.001: by 0.0004 at nominal depth and by 0.0007 with the shortfall.
- **Polarization at the wafer.** The scalar image applies to the electric field along the lines. For the other polarization, the fields of orders 0 and 1 are not parallel, and in air their interference is reduced by the factor 0.876. The components of the two first orders along the lens axis also fail to cancel in the dark lines. In air they leave $4a_1^2(\lambda/P)^2=0.809\times0.233=0.19$, far above $a_0^2$. Inside a resist of index 1.7, refraction brings the rays closer to the axis: the factor 0.876 becomes 0.96, and the squared sine 0.233 becomes 0.081.

The last item limits the dark-line results, for the thin and the thick mask alike, to TE light. The quoted peak differences are also for TE light at the wafer: for the other polarization the interference term falls by the factor 0.876 but the mean by its square, so in air the thin-mask 4.0 % becomes 4.5 %. Polarization at the wafer does not touch the zeroth-order amplitude, which is fixed at the mask.

## Computed values

```
wavelength 193 nm, photon energy 6.424 eV
period: wafer 400 nm, mask 1600 nm
opening fraction f 0.25, mask opening 400 nm
numerical aperture 0.75, defocus 100 nm
glass index 1.56, film index 0.84+1.65j
film thickness 100 nm
nominal trench depth 172.32 nm
trench shortfall 5.0 nm
phase error delta 0.09116 rad = 5.223 deg
thin zeroth order a0 0.02278 (open mask = 1)
sampled zeroth order 0.02278
thin zeroth-order intensity a0^2 5.190e-04
thin first order a1 0.44969
ratio a0/a1 0.05066
sine of first-order angle at wafer 0.4825
sine of second-order angle at wafer 0.9650
defocus phase phi 0.4040 rad, sin(phi) 0.3931
peak intensities in focus 0.8094, 0.8094
peak intensities defocused 0.8255, 0.7933
peak difference / mean, defocused 3.980 %
dark-line displacement u 0.6339 nm
dark-line displacement, image search 0.6339 nm
alternating line spacings 201.268 nm, 198.732 nm
dark-line intensity, defocused 4.388e-04
Neglected effects, same example:
TE |A0| at nominal depth 0.05276
TE |A0| with shortfall 0.05307
TE |change of A0| by shortfall 0.01781
TE change of |A0| on refining basis 9.1e-05
TM |A0| at nominal depth 0.04536
TM |A0| with shortfall 0.04778
TM |change of A0| by shortfall 0.01730
TM change of |A0| on refining basis 2.6e-04
TE |A1| at nominal depth 0.39303
TE effective amplitude ratio tau 0.7858
TE effective phase error -1.711 deg
TE nominal peak diff/mean at -z,0,+z: 25.67, 26.53, 23.11 %
TE shortfall peak diff/mean at -z,0,+z: 21.15, 25.94, 26.55 %
wide-period test: mask period 9600 nm, shortfall 40 nm
thin |A0| there 0.17830, TE 0.17827
complex deviation: wide 0.00316, example period 0.02721
uniform-film leakage amplitude 0.00612
source ratio 0.2: defocused peak diff/mean 4.073 %
largest trench phase change by tilt 0.00142 rad
TM interference factor of orders 0 and 1 at wafer 0.8759
```
